# Equilibrium critical thickness of a strained film: Burgers length over misfit

## Definitions and conventions

A crystalline film of thickness $h$ grows coherently on a much thicker substrate. The misfit is $f=(a_s-a_f)/a_f$, with $a_s$ and $a_f$ the lattice parameters of substrate and film. Take $f>0$, so the film is stretched; for $f<0$ the signs of stress and Burgers vector reverse together. Film and substrate share an isotropic shear modulus $\mu$ and Poisson ratio $\nu$, and elasticity is linear.

A straight dislocation lies along $z$ in the interface, at the origin. The axis $x$ is in the interface and $y$ points to the free surface at $y=h$. The Burgers vector $(b_x,b_y,b_z)$ has length $b$. Write

$$\cos\lambda=\frac{b_x}{b},\qquad \cos\beta=\frac{b_z}{b},\qquad B=\sin^2\beta,\qquad A=1-\nu\cos^2\beta .$$

Elasticity fails within a core radius $r_0$, a fixed fraction of $b$. All line energies are per unit length. The critical thickness $h_c$ is the thickness above which the first dislocation of a chosen type lowers the energy.

## The estimate

Around a dislocation a displacement $b$ is spread over a circuit of length $2\pi r$, so the strain is about $b/2\pi r$ and the stress about $\mu b/2\pi r$. Building up the displacement $b$ against a stress that grows in proportion to it costs half of stress times displacement:

$$E\sim\frac b2\int_{r_0}^{h}\frac{\mu b}{2\pi r}\,dr=\frac{\mu b^2}{4\pi}\ln\frac h{r_0}.$$

The upper limit is $h$ because the free surface screens the field beyond that distance.

The misfit stress is a modulus times $f$. For $\nu\approx1/3$ that modulus is $4\mu$, as shown below. The stress is already present at full strength, so its work has no factor one half: $4\mu f\,b\,h$ for a Burgers vector along $x$. Equating cost and gain gives

$$h_c\sim\frac1{16\pi}\,\frac bf\,\ln\frac{h_c}{r_0}.$$

The modulus has cancelled. Line energy carries $b^2$ and misfit work carries $fbh$, which leaves the length $b/f$.

## Controlled derivation

**Misfit work.** The film has $\varepsilon_{xx}=\varepsilon_{zz}=f$ and a stress-free surface. With $\lambda_L=2\mu\nu/(1-2\nu)$, the condition $\sigma_{yy}=\lambda_L(2f+\varepsilon_{yy})+2\mu\varepsilon_{yy}=0$ gives $\varepsilon_{yy}=-2\nu f/(1-\nu)$. Subtracting $\sigma_{yy}=0$ from $\sigma_{xx}$ removes the $\lambda_L$ term:

$$\sigma_m=2\mu(f-\varepsilon_{yy})=Mf,\qquad M=2\mu\frac{1+\nu}{1-\nu}.$$

Now cut the film along $x=0$ from interface to surface and displace the faces relative to each other by the Burgers vector, inserting material where they part. The tension helps to part them and does work $\sigma_m b_xh$.

**Stress of an edge dislocation.** For $\mathbf b$ along $x$ in an unbounded body, take

$$u_x=\frac{b_x}{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],\qquad
u_y=-\frac{b_x}{8\pi(1-\nu)}\left[(1-2\nu)\ln r^2+\frac{x^2-y^2}{r^2}\right].$$

The polar angle $\theta$ supplies the jump $b_x$. With $c=b_x/4\pi(1-\nu)$, differentiation gives

$$\varepsilon_{xx}=c\left[-\frac{2(1-\nu)y}{r^2}+\frac{y(y^2-x^2)}{r^4}\right],\qquad
\varepsilon_{yy}=c\left[-\frac{(1-2\nu)y}{r^2}+\frac{2x^2y}{r^4}\right].$$

Their sum is $-2(1-2\nu)cy/r^2$. Hooke's law, with $K=\mu/4\pi(1-\nu)$ so that $2\mu c=2Kb_x$, then gives

$$\sigma_{xx}=-2Kb_x\frac{y(3x^2+y^2)}{r^4},\quad
\sigma_{yy}=2Kb_x\frac{y(x^2-y^2)}{r^4},\quad
\sigma_{xy}=2Kb_x\frac{x(x^2-y^2)}{r^4}.$$

The last follows from $\partial_yu_x+\partial_xu_y=2c\,x(x^2-y^2)/r^4$. These stresses are $\phi_{yy}$, $\phi_{xx}$ and $-\phi_{xy}$ of $\phi=-2Kb_x\,y\ln r$, so forces balance.

**The free surface.** Put an opposite dislocation at $y=2h$. At $y=h$ the two shear stresses cancel, while the normal stresses add to $2Kb_x\,2h(x^2-h^2)/(x^2+h^2)^2$. To remove this load, let $\eta=h-y$ be the depth, $s=h+\eta$, and

$$P=-2h\,\frac{x^2-s^2}{(x^2+s^2)^2}=-2h\,\mathrm{Re}\frac1{(x+is)^2},$$

which is harmonic. Add the stresses

$$\sigma_{xx}=2Kb_x(P+\eta P_\eta),\quad \sigma_{yy}=2Kb_x(P-\eta P_\eta),\quad \sigma_{xy}=2Kb_x\,\eta P_x .$$

At $\eta=0$ they cancel the normal load and add no shear. Since $\partial_y=-\partial_\eta$, the force along $x$ is proportional to $P_x+\eta P_{x\eta}-P_x-\eta P_{x\eta}=0$, and that along $y$ to $\eta(P_{xx}+P_{\eta\eta})=0$. The sum $\sigma_{xx}+\sigma_{yy}$ is proportional to $2P$, which is harmonic, as compatibility of strains requires.

**Line energy.** On the cut, $x=0$, the dislocation and its image give $-2Kb_x[1/y+1/(2h-y)]$, and the added field gives $2Kb_x\,\partial_\eta(\eta P)$. Parting the faces against this stress, as it grows from zero, costs

$$E=-\frac{b_x}2\int\sigma_{xx}\,dy
=Kb_x^2\left[\int_{r_0}^{h}\!\left(\frac1y+\frac1{2h-y}\right)dy-\big[\eta P\big]_0^h\right].$$

The first integral is $\ln(h/r_0)+\ln2$, up to terms of order $r_0/h$. At $x=0$, $P=2h/s^2$, so $hP(0,h)=2h^2/4h^2=1/2$. Hence $E=Kb_x^2[\ln(2h/r_0)-1/2]$.

For $\mathbf b$ along $y$, rotating the unbounded field by $90^\circ$ gives

$$\sigma_{xx}=2Kb_y\frac{x(x^2-y^2)}{r^4},\quad \sigma_{yy}=2Kb_y\frac{x(x^2+3y^2)}{r^4},\quad \sigma_{xy}=2Kb_y\frac{y(x^2-y^2)}{r^4}.$$

The opposite image now cancels the normal stress and doubles the shear. With $F=2hx/(x^2+s^2)$, for which $F_x=P$, the field that frees the surface is $2Kb_y$ times $\sigma_{xy}=P+\eta P_\eta$, $\sigma_{yy}=\eta P_x$, $\sigma_{xx}=2F_\eta-\eta P_x$. Forces balance as before, and the sum $2F_\eta$ is harmonic. The shear on the cut has the form just integrated, so the work on this cut is the same with $b_y$ for $b_x$. Cross terms vanish because those stresses are odd in $x$.

A screw has stress $\mu b_z/2\pi r$, and its opposite image alone frees the surface. Its energy is $(\mu b_z^2/4\pi)\ln(2h/r_0)=(1-\nu)Kb_z^2\ln(2h/r_0)$. Since $B+(1-\nu)\cos^2\beta=A$, the total is

$$E=Kb^2\left[A\ln\frac{2h}{r_0}-\frac B2\right]=Kb^2A\ln\frac{\alpha h}b,\qquad \alpha=\frac{2b}{r_0}e^{-B/2A}.$$

Work on the core surface and the energy inside it do not depend on $h$ for $h\gg r_0$, and are absorbed in $r_0$. The work on the core surface does depend on the direction of the cut relative to $\mathbf b$, so the constant $-B/2$ belongs to the vertical cut. For $b_x$ a cut along the interface gives $\ln(2h/r_0)+1$ from the dislocation and its image and $-hP(0,h)=-1/2$ from the added field, so the constant is $+1/2$ instead of $-1/2$. The strain energy outside a circle of radius $r_0$ has the constant $+0.41$ for $b_x$ and $-0.59$ for $b_y$ at $\nu=0.39$. Hence $r_0$ is an effective radius tied to the vertical cut, not the same geometric radius for every orientation of $\mathbf b$.

**Balance.** Setting $E=Mf\,b\cos\lambda\,h$ and cancelling $\mu/(1-\nu)$ gives

$$\boxed{h_c=C\,\frac bf\,\ln\frac{\alpha h_c}b,\qquad C=\frac{A}{8\pi(1+\nu)\cos\lambda}}$$

At fixed $f$ and $r_0/b$ this equation contains only $h_c/b$, so $h_c$ is proportional to $b$. The dependence on $f$ is less simple. With $L=\ln(\alpha h_c/b)$, $d\ln h_c=-d\ln f+d\ln h_c/L$, hence

$$\frac{d\ln h_c}{d\ln f}=-\frac{L}{L-1}.$$

The fall is steeper than $1/f$ and tends to it as $f\to0$, where $L$ grows without bound.

With $u=\alpha h/b$ the balance reads $f=C\alpha\ln u/u$. The right side peaks at $u=e$, so roots exist for $f\le C\alpha/e$, in pairs below the limit. The larger is meant; the smaller has $h<eb/\alpha$, comparable with the core, where the theory does not hold.

**Could an array appear earlier?** Let two equal dislocations be a distance $p$ apart, with $w=4h^2/p^2$. The second is made by a cut at $x=p$ against the full stress of the first. For $b_x$, the direct and image terms join into one integral:

$$\int_0^{2h}\frac{y(3p^2+y^2)}{(p^2+y^2)^2}dy=\left[\tfrac12\ln(p^2+y^2)-\frac{p^2}{p^2+y^2}\right]_0^{2h}=\tfrac12\ln(1+w)+\frac w{1+w}.$$

For $b_y$ the fraction changes sign; for the screw it is absent. The surface correction adds $g=-hP(p,h)=w(1-w)/2(1+w)^2$ to both edge terms. Cross terms are odd in $p$, whereas exchanging equal dislocations leaves the energy unchanged, so they cancel. Thus

$$U=2K\Big\{(b_x^2+b_y^2)\big[\tfrac12\ln(1+w)+g\big]+(b_x^2-b_y^2)\frac w{1+w}+(1-\nu)b_z^2\,\tfrac12\ln(1+w)\Big\}.$$

For the $60^\circ$ type used below, $b_x^2=b_z^2=b^2/4$ and $b_y^2=b^2/2$. Using $\ln(1+w)\ge2w/(2+w)$ and $\nu\le1/2$,

$$\frac{U}{2Kb^2}\ge w\,\frac{9/8+5w/8+w^2/4}{(2+w)(1+w)^2}>0 .$$

The interaction energy is positive at every spacing, so no parallel array of equal dislocations of this type gains energy before a single one does. Just above $h_c$ a sparse array gains, since $U$ falls as $1/p^2$.

## A palladium film

Consider a (001) Pd film in the regime of Pd on Pt, with rough inputs $a_f=0.39$ nm, $\mu=47$ GPa, $\nu=0.39$, $f=0.8\,\%$ and $r_0=b/2$. With $x$, $y$, $z$ along $[1\bar10]$, $[001]$, $[110]$ (a left-handed set, which changes none of the energies), the vector $\mathbf b=\frac{a_f}2[101]$ has $b=0.276$ nm, $b_x=b_z=b/2$ and $b_y=b/\sqrt2$. It can glide on an inclined $\{111\}$ plane.

Here $A=1-0.39/4=0.9025$, $C=0.0517$, $\alpha=2.64$ and $b/f=34.5$ nm. The solution has $L=4.29$:

$$h_c=0.0517\times34.5\ \text{nm}\times4.29=7.6\ \text{nm}=28\,b .$$

Both energies are then 11.3 eV/nm. Direct numerical integration of the cut stress gives 7.626 nm against 7.647 nm from the formula. The 0.3 % difference is the omitted $r_0/2h$ in the logarithm.

The local exponent is $-1.30$. From $f=0.1\,\%$ to $2\,\%$, a factor of 20, $h_c$ falls from 97 to 2.2 nm, a factor of 45, while $h_cf/b$ drifts from 0.35 to 0.16. The root disappears at $f=5.0\,\%$.

Among evenly spaced parallel arrays of equal dislocations, the one of lowest energy at $1.5h_c$ has spacing 31 nm and relieves $b_x/pf\approx56\,\%$ of the misfit along $x$.

## Comparison

The estimate has prefactor $1/16\pi=0.020$. For the in-plane edge dislocation, $b_x=b$, the derivation gives $C=0.029$. The ratio 1.44 comes from the omitted $1/(1-\nu)=1.64$ in the line energy, partly offset by $M=4.56\mu$ instead of $4\mu$.

The core contributions absorbed in $r_0$ may differ between dislocation types. With the same $r_0$ in the vertical-cut formula for both, the in-plane edge has $h_c=3.3$ nm, or 0.44 of the $60^\circ$ value; counting instead the strain energy outside the same circular core gives 4.5 against 8.1 nm, or 0.56. Either way it is lower, mainly because its whole Burgers vector relieves misfit. Its glide plane is the interface, so it cannot glide down from the surface. The 7.6 nm is therefore the threshold for the gliding type, not the lowest over all types.

For the real film the isotropic model is the weakest assumption. Each change below is made alone.

- **Cubic elasticity.** With rough $C_{11},C_{12},C_{44}=230,175,70$ GPa, zero surface stress gives $M=C_{11}+C_{12}-2C_{12}^2/C_{11}=139$ GPa instead of 214 GPa. The standard anisotropic line-energy integral, taken over here without derivation, raises the logarithmic coefficient by 3 %. With the isotropic $\alpha$ kept, $h_c$ becomes 14 nm.
- **Core radius.** Taking $r_0$ from $b$ to $b/4$ moves $h_c$ from 6.0 to 9.2 nm.
- **Stiffer substrate.** For a screw in the interface, equal traction on both sides replaces $\mu$ by the harmonic mean of the two moduli. Applied roughly to the whole line energy, with 61 GPa for the substrate, this gives 9.0 nm.
- **Surface step.** Glide leaves a step of height $b_y$. Charging it a full surface energy of 2 J/m², an upper estimate, gives 9.7 nm.
- **Cooling.** If $0.8\,\%$ is the misfit at growth, cooling by 300 K, with an expansion coefficient larger in the film than in the substrate by $3\times10^{-6}$ K$^{-1}$, adds 0.09 % strain and lowers $h_c$ by about 1 nm.

Cubic elasticity and the stiffer substrate both raise $h_c$ and act together in the real film, so the isotropic 7.6 nm is too low. A realistic statement is roughly 10 to 20 nm.

Reaching equilibrium is a separate matter. A half-loop of radius $R$ growing from the surface costs roughly $\pi R\,E(R)$ and gains $\frac12\pi R^2\sigma_mb_xn_x$, where $n_x=\sqrt{2/3}$ is the $x$ component of the glide-plane normal. With this straight-line energy the maximum is about 200 eV, at a radius that needs a film 10 nm thick. The energy of a curved loop is smaller and brings the maximum to roughly 100 eV at a somewhat smaller radius, while $kT=0.05$ eV at 600 K. Thermal nucleation on a perfect surface is therefore negligible in this model. Relaxation near $h_c$ needs dislocations already threading the film, or defects that act as sources; without them the film can stay coherent well beyond $h_c$. As a design rule, a thickness well below the estimated range, such as 5 nm here, guards at equilibrium against single dislocations of this glide type and parallel arrays of equal ones. It does not exclude pairs with equal $b_x$ but opposite $b_y$ and $b_z$, which can combine into the in-plane edge, whose threshold is lower. The values are collected in the numerical output.

## Computed results

```
INPUT (rough) lattice parameter 0.39 nm, misfit 0.8 %
INPUT (rough) shear modulus 47 GPa, Poisson ratio 0.39
Burgers length b = 0.2758 nm, core cutoff r0 = 0.1379 nm
biaxial modulus M = 214.2 GPa, misfit stress = 1.714 GPa
energy scale K b^2 = 2.910 eV/nm
60-degree: C = 0.05167, alpha = 2.6400
b/f = 34.47 nm
60-degree: h_c = 7.647 nm = 27.73 b
60-degree: h_c from quadrature = 7.626 nm
60-degree: h_c f/b = 0.2218, logarithm L = 4.293
line energy at h_c = 11.277 eV/nm
misfit work at h_c = 11.277 eV/nm
local exponent: law -1.3037, quadrature -1.3084
largest misfit with a root = 5.02 %
f = 0.1 %: h_c = 97.43 nm, h_c f/b = 0.3533, exponent = -1.171
f = 0.2 %: h_c = 42.87 nm, h_c f/b = 0.3109, exponent = -1.199
f = 0.5 %: h_c = 13.95 nm, h_c f/b = 0.2529, exponent = -1.257
f = 1.0 %: h_c = 5.70 nm, h_c f/b = 0.2066, exponent = -1.333
f = 2.0 %: h_c = 2.16 nm, h_c f/b = 0.1564, exponent = -1.493
in-plane edge: C = 0.02862, alpha = 2.4261
in-plane edge: h_c = 3.334 nm, ratio to 60-degree 0.436
array at 1.5 h_c: spacing = 31.2 nm
array at 1.5 h_c: misfit relieved = 55.2 %
core r0 = b/4: h_c = 9.21 nm
core r0 = b: h_c = 5.97 nm
INPUT (rough) C11, C12, C44 = 230, 175, 70 GPa
cubic biaxial modulus = 138.7 GPa
cubic/isotropic line-energy coefficient = 1.032
cubic anisotropy: h_c = 13.87 nm
INPUT (rough) substrate shear modulus = 61 GPa
stiffer substrate: line factor 1.130, h_c = 8.96 nm
INPUT (rough) expansion difference = 3.0e-06 1/K
cooling by 300 K: added strain = 0.090 %
with thermal strain: h_c = 6.65 nm
INPUT (rough) surface energy = 2.0 J/m^2
surface step energy = 2.434 eV/nm
with surface step: h_c = 9.73 nm
half-loop: critical radius = 12.64 nm
half-loop: film thickness needed = 10.32 nm
half-loop: barrier = 198 eV
thermal energy at 600 K = 0.0517 eV
```
